# Frozen polarization fluctuations and the dressed quadratic Landau coefficient, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The average over a frozen polarization pattern

### Definitions and conventions

Let $P(\mathbf x)$ be the component of the polarization along one fixed axis, in a sample with periodic boundary conditions. Angle brackets denote the average over the volume of the sample. The free-energy density is

$$
f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2-hP-EP ,\qquad b>0,\quad g\ge 0 .
$$

The coefficients $a$, $b$ and $g$ are the same at every point. The field $E$ is uniform. It is the macroscopic field inside the sample, as between short-circuited or voltage-controlled electrodes. The field $h(\mathbf x)$ is a fixed random field with $\langle h\rangle=0$; any uniform part of it is counted in $E$.

The polarization is split into its mean and the remainder,

$$
P(\mathbf x)=p+q(\mathbf x),\qquad p=\langle P\rangle,\qquad \langle q\rangle=0 .
$$

The second relation is no restriction on the material, because it follows from the definition of $p$. The moments of the remainder are

$$
s=\langle q^2\rangle,\qquad m_3=\langle q^3\rangle,\qquad m_4=\langle q^4\rangle ,
$$

and they are assumed finite. The variance $s$ is the square of the rms fluctuation.

The physical assumption is that $q$ is frozen: $q(\mathbf x)$ stays the same function when $p$ changes. A field may then shift the polarization of all points by a common amount, but it may not reshape the pattern. Part 2 examines what happens when this assumption is released.

The factors $1/2$ and $1/4$ matter for the result. They make the local equation of state $aP+bP^3=E$ free of numerical factors. If an implementation uses $f=a'P^2+b'P^4$ instead, then $a=2a'$ and $b=4b'$, and the result must be converted as shown below.

Numerical values are handled in SI units inside formulas. Polarizations are reported in µC/cm² and fields in MV/cm, with $1\ \mathrm{C/m^2}=100$ µC/cm² and $1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}$.

### Averaging each term

The quadratic term needs the square

$$
(p+q)^2=p^2+2pq+q^2 .
$$

Since $p$ is uniform it can be taken outside the average, and $\langle q\rangle=0$ removes the middle term:

$$
\langle(p+q)^2\rangle=p^2+s .
$$

For the quartic term, square the same expression once more:

$$
\begin{aligned}
(p+q)^4&=(p^2+2pq+q^2)^2\\
&=p^4+4p^2q^2+q^4+4p^3q+2p^2q^2+4pq^3\\
&=p^4+4p^3q+6p^2q^2+4pq^3+q^4 .
\end{aligned}
$$

The coefficient 6 has two sources: 4 from the square of $2pq$, and 2 from the cross product of $p^2$ and $q^2$. Equivalently, there are six ways to choose which two of the four factors supply $q$. Averaging gives

$$
\langle(p+q)^4\rangle=p^4+6sp^2+4m_3p+m_4 .
$$

The gradient term does not depend on $p$, because $\nabla p=0$ and therefore $\nabla P=\nabla q$. The random-field term gives

$$
\langle hP\rangle=p\langle h\rangle+\langle hq\rangle=\langle hq\rangle ,
$$

which is also independent of $p$ when $q$ is frozen. Finally, $\langle EP\rangle=Ep$.

Collecting these results, the average energy density $F(p)=\langle f\rangle$ is

$$
F(p)=F_0+\frac a2p^2+\frac b4\left(p^4+6sp^2+4m_3p\right)-Ep ,
$$

with the constant

$$
F_0=\frac a2s+\frac b4m_4+\frac g2\langle|\nabla q|^2\rangle-\langle hq\rangle .
$$

The new quadratic term is

$$
\frac b4\,6sp^2=\frac{3bs}{2}p^2=\frac12(3bs)p^2 .
$$

Hence

$$
\boxed{F(p)=F_0+\frac A2p^2+\frac b4p^4-(E-bm_3)p,\qquad A=a+3bs .}
$$

The uniform quadratic coefficient rises by three times $b$ times the variance. The quartic coefficient is unchanged. Within this energy and for a frozen pattern the result is exact. Nothing was expanded in small $q$, and the distribution was not assumed to be Gaussian.

In the primed convention, the coefficient of $p^2$ is

$$
\frac A2=\frac{2a'+3(4b')s}{2}=a'+6b's .
$$

The same physical energy therefore carries a factor 6 when the fractions are left out of the Landau expansion.

### Why the frozen pattern stiffens the mean

The result can also be obtained from the local stiffness. Differentiating the local part of $f$ twice gives $a+3bP^2$. With $q$ frozen, a change of $p$ moves $P$ by the same amount at every point, so the stiffness of the mean is the average of the local stiffnesses:

$$
F''(p)=\langle a+3b(p+q)^2\rangle=a+3bs+3bp^2 .
$$

At $p=0$ this is $A$. The local stiffness grows with the square of the polarization, whatever its sign. Regions polarized up and regions polarized down therefore both resist a common shift more strongly than an unpolarized region does. Their polarizations cancel in the mean, but their contributions to the stiffness add.

This explanation also shows where the assumption enters. Averaging stiffnesses is correct when all regions undergo the same displacement. If they could respond separately to the same field, their compliances would have to be averaged instead. That limit is worked out in Part 2.

### A small case for checking an implementation

A skewed two-valued distribution exercises all terms. Let $q=2r$ in one third of the volume and $q=-r$ in the other two thirds. Then

$$
\begin{aligned}
\langle q\rangle&=\tfrac13(2r)+\tfrac23(-r)=0,\\
s&=\tfrac13(4r^2)+\tfrac23r^2=2r^2,\\
m_3&=\tfrac13(8r^3)-\tfrac23r^3=2r^3,\\
m_4&=\tfrac13(16r^4)+\tfrac23r^4=6r^4 .
\end{aligned}
$$

The moment formula predicts

$$
\langle(p+q)^4\rangle=p^4+12r^2p^2+8r^3p+6r^4 .
$$

Direct expansion of $\tfrac13(p+2r)^4+\tfrac23(p-r)^4$ gives the quadratic coefficient $\tfrac13(24r^2)+\tfrac23(6r^2)=12r^2$ and the linear coefficient $\tfrac13(32r^3)-\tfrac23(4r^3)=8r^3$, as required. The cubic coefficient is $\tfrac13(8r)-\tfrac23(4r)=0$. A code that returns a cubic term in $p$ for this energy has not removed the mean of $q$ correctly.

On a grid, first compute $p$ with the cell volumes as weights, then subtract it, and then compute $s$ and $m_3$ with the same weights. The variance must refer to the same coarse-grained polarization for which $a$ and $b$ are defined. If $a$ was fitted to the measured response of a sample that already contained the frozen pattern, the fitted value represents the dressed coefficient. Adding $3bs$ to it would count the pattern twice.

### The skewness field

The equation of state follows from $F'(p)=0$:

$$
Ap+bp^3=E-bm_3 .
$$

A distribution that is symmetric under $q\to-q$ has $m_3=0$. When $m_3\ne0$, the mean polarization behaves as if an additional field

$$
E_{\rm bias}=-bm_3
$$

were present. Zero mean alone does not remove this field. For positive $m_3$ the bias is negative: the cubic restoring forces $-bq^3$ of the positive regions outweigh those of the negative regions, and their average is $-bm_3$.

The dimensionless skewness $\gamma=m_3/s^{3/2}$ gives $E_{\rm bias}=-b\gamma s^{3/2}$. The rest of Part 1 takes a symmetric distribution, except where a value of $\gamma$ is stated.

### Loss of uniform order

For $E=0$ and $m_3=0$, the stationary points satisfy

$$
p(A+bp^2)=0 .
$$

If $A\ge0$, the bracket is positive for every nonzero $p$, so $p=0$ is the sole stationary point and the minimum. If $A<0$, the minima are at

$$
p^2=-\frac Ab=-\frac ab-3s .
$$

Without fluctuations, a negative $a$ gives the spontaneous polarization $P_0=\sqrt{-a/b}$. The frozen pattern reduces its square by $3s$, and uniform order vanishes when $s$ reaches

$$
s_c=-\frac{a}{3b}=\frac{P_0^2}{3}.
$$

An rms fluctuation of $P_0/\sqrt3$ is therefore enough to remove uniform order in this model. The local polarization has not vanished; only its mean has.

Suppose that $a=\alpha(T-T_0)$ with $\alpha>0$, and that $s$ and $b$ are held fixed when the temperature $T$ changes. Then

$$
A=\alpha\left(T-T_0+\frac{3bs}{\alpha}\right),
$$

and the instability moves from $T_0$ down to

$$
T_A=T_0-\frac{3bs}{\alpha}.
$$

If the variance depends on temperature, this becomes the implicit condition $T_A=T_0-3bs(T_A)/\alpha$. A fixed shift should not then be used over a wide temperature range.

### Response to a field

For a symmetric distribution, differentiate $Ap+bp^3=E$ with respect to $E$:

$$
(A+3bp^2)\frac{dp}{dE}=1 .
$$

At zero field and for $A>0$, $p=0$, so the relative susceptibility is

$$
\chi=\frac{1}{\varepsilon_0}\frac{dp}{dE}=\frac{1}{\varepsilon_0A}.
$$

For $A<0$, inserting $p^2=-A/b$ gives the stiffness $A-3A=-2A$, hence $\chi=1/(2\varepsilon_0|A|)$. Both expressions diverge at $A=0$. Near that point the frozen mean-field description needs the most care, because small omitted contributions to $A$ are no longer small relative to $A$.

### Worked example

The parameters are round values in the rough regime of lead-based perovskite relaxors. They do not describe a particular compound. The temperature is 200 K, $T_0=220$ K, $\alpha=7.5\times10^5$ V m/(C K), $b=1.5\times10^9$ J m⁵/C⁴, and the frozen rms polarization is 10 µC/cm², or 0.10 C/m².

The bare coefficient and the variance are

$$
a=7.5\times10^5(200-220)=-1.5\times10^7\ \mathrm{V\,m/C},
$$

$$
s=(0.10)^2=0.010\ \mathrm{C^2/m^4}.
$$

The shift is

$$
3bs=3(1.5\times10^9)(0.010)=4.5\times10^7\ \mathrm{V\,m/C},
$$

so $A=(-1.5+4.5)\times10^7=3.0\times10^7$ V m/C. The sign of the quadratic coefficient has changed. The corresponding temperature shift at fixed $s$ is

$$
\frac{4.5\times10^7}{7.5\times10^5}=60\ \mathrm K,
$$

which moves the instability from 220 K to 160 K.

Without fluctuations the spontaneous polarization would be $\sqrt{1.5\times10^7/1.5\times10^9}=0.10$ C/m², or 10 µC/cm². The critical rms fluctuation is $10/\sqrt3=5.8$ µC/cm². The assumed fluctuation exceeds it, so the frozen model has no spontaneous mean polarization at 200 K. Its zero-field susceptibility is $1/(\varepsilon_0A)\approx3800$.

Now apply 0.01 MV/cm, which is $10^6$ V/m. The frozen equation of state is

$$
3.0\times10^7p+1.5\times10^9p^3=10^6 ,
$$

with $p$ in C/m². Its solution is $p=0.0317$ C/m², or 3.17 µC/cm². The linear and cubic terms contribute about $0.95\times10^6$ and $0.05\times10^6$ V/m. With the same $a$, $b$ and field but no frozen fluctuations, the branch aligned with the field has 12.4 µC/cm².

A skewness of 0.1 at the same variance would give

$$
E_{\rm bias}=-(1.5\times10^9)(0.1)(0.10)^3=-1.5\times10^5\ \mathrm{V/m},
$$

or $-0.0015$ MV/cm. This is 15% of the applied field in magnitude, so even a mild asymmetry can matter in a weak-field calculation. The full list of values is in the numerical output.

## Part 2. Relaxation of the pattern and the range of the result

### Symbols and results carried over

The polarization is $P=p+q$, with uniform mean $p$ and $\langle q\rangle=0$. The energy density has the terms $aP^2/2$, $bP^4/4$, $g|\nabla P|^2/2$, $-hP$ and $-EP$. The variance is $s=\langle q^2\rangle$. When $q$ is frozen and symmetric, the equation of state is $Ap+bp^3=E$ with $A=a+3bs$. In the example, $a=-1.5\times10^7$, $3bs=4.5\times10^7$ and $A=3.0\times10^7$ V m/C, with $b=1.5\times10^9$ J m⁵/C⁴ and $s=0.010$ C²/m⁴.

The pattern is now allowed to respond. It is taken to be a stable equilibrium at $E=0$ and $p=0$, held by the random field:

$$
aq+bq^3-g\nabla^2q=h .
$$

The field $h$ is kept fixed when $E$ is applied. Thermal reversal of whole regions is left aside until later.

### The relaxed quadratic coefficient

Write $P=q+v$, where $v$ is the whole change of polarization and $\langle v\rangle=p$. Expand the energy about $q$ at $E=0$. The terms linear in $v$ vanish by the equilibrium condition. The remaining terms are

$$
\Delta F=\frac12\langle vHv\rangle+b\langle qv^3\rangle+\frac b4\langle v^4\rangle,
\qquad H=a+3bq^2-g\nabla^2 .
$$

The last two terms come from $\frac b4(4qv^3+v^4)$. Stability means that $H$ is positive. This $H$ contains no electrostatic energy of bound charge, so it applies only when the change $v$ creates none; otherwise a dipolar stiffness must be added to its nonuniform modes.

For small $p$, put $v=p+u$ with $\langle u\rangle=0$ and keep the quadratic terms:

$$
\Delta F=\frac12p^2\langle a+3bq^2\rangle+p\langle(a+3bq^2)u\rangle+\frac12\langle uHu\rangle .
$$

The gradient gives no cross term, since the average of $\nabla^2u$ vanishes under periodic boundary conditions. Define $w=3b(q^2-s)$. Because $\langle u\rangle=0$, a constant may be subtracted from the factor multiplying $u$, and

$$
\Delta F=\frac A2p^2+p\langle wu\rangle+\frac12\langle uHu\rangle .
$$

Let $H_\perp$ be $H$ restricted to zero-mean fields, with the mean of its result removed. Minimization over $u$ gives $H_\perp u=-pw$, so $u=-pH_\perp^{-1}w$. The cross term then equals $-p^2\langle wH_\perp^{-1}w\rangle$ and the last term equals half of that with the opposite sign. Therefore

$$
\Delta F=\frac K2p^2,\qquad K=A-\langle wH_\perp^{-1}w\rangle\le A .
$$

The inequality holds because $H_\perp$ is positive. Relaxation softens the response: on average, the regions that are locally stiff move less than the mean and the softer ones move more. Gradient coupling ties neighbouring points together, so individual points can depart from this rule.

### A cosine pattern

Take $q=\sqrt{2s}\cos kx$, with the modulation perpendicular to the polarization axis. The divergence of the polarization is then zero and no bound charge appears. Since $2\cos^2kx=1+\cos2kx$,

$$
q^2=s(1+\cos2kx),\qquad w=3bs\cos2kx .
$$

Acting on $\cos2kx$, the operator gives

$$
H\cos2kx=(A+4gk^2)\cos2kx+\frac{3bs}{2}(1+\cos4kx).
$$

The constant is removed in $H_\perp$. Neglecting the coupling to $\cos4kx$ gives the leading result

$$
A-K\approx\frac{(3bs)^2}{2(A+4gk^2)} .
$$

The factor $1/2$ is the average of $\cos^22kx$.

For a wavelength of 5 nm and $g=10^{-10}$ J m³/C², $gk^2=1.58\times10^8$ V m/C. The reduction is

$$
\frac{(4.5\times10^7)^2}{2(3.0\times10^7+6.32\times10^8)}=1.53\times10^6\ \mathrm{V\,m/C},
$$

or 5.1% of $A$. The full solution of the modulated problem gives the same reduction to three digits, and $K=2.85\times10^7$ V m/C.

For a frozen, symmetric pattern the quadratic coefficient of the mean polarization rises from $a$ to $A=a+3bs$, and letting the pattern relax lowers it to $K$, a reduction of 5.1% in the cosine example. What remains is the effect of relaxation on the quartic coefficient, and the limits set by gradient coupling, further energy terms, thermal fluctuations and flipping regions.
